# Free-Surface Forces on Edge Dislocations: The Role of the Airy Correction

## 1. Definitions and conventions

An isotropic, linear-elastic solid fills $x>0$. Its surface $x=0$ is flat and free of traction. A straight edge dislocation lies parallel to the surface, along $+z$ through $(d,0)$, with Burgers vector $\mathbf b=(b_x,b_y)$ and $b^2=b_x^2+b_y^2$. The deformation is plane strain. With shear modulus $\mu$ and Poisson ratio $\nu$, define

$$K=\frac{\mu}{2\pi(1-\nu)},\qquad r_1^2=(x-d)^2+y^2,\qquad r_2^2=(x+d)^2+y^2,\qquad \rho^2=d^2+y^2 .$$

The algebra contains neither $\hbar$ nor the electron charge, so it reads the same in atomic units. Subscripts on stress functions denote derivatives. An Airy function $\phi$ gives

$$\sigma_{xx}=\phi_{yy},\qquad \sigma_{yy}=\phi_{xx},\qquad \sigma_{xy}=-\phi_{xy}.$$

Equilibrium is then automatic, and compatibility requires $\nabla^4\phi=0$.

**The dislocation's own field.** Put the core at the origin for a moment and try $\phi=-Kb\,y\ln r$. Hooke's law in plane strain is $2\mu\varepsilon_{xx}=\sigma_{xx}-\nu S$, with $S=\nabla^2\phi=-2Kby/r^2$. Since $\phi_{yy}=S-\phi_{xx}$, this becomes $2\mu\varepsilon_{xx}=(1-\nu)S-\phi_{xx}$. The $yy$ equation has the same form, and $2\mu\varepsilon_{xy}=-\phi_{xy}$. They integrate to

$$2\mu u_x=-\phi_x+2(1-\nu)Kb\,\theta,\qquad 2\mu u_y=-\phi_y-2(1-\nu)Kb\ln r ,$$

because $\theta_x=-y/r^2$ and $\theta_y=x/r^2$. One anticlockwise circuit raises $u_x$ by $2\pi(1-\nu)Kb/\mu=b$. This fixes $K$ and shows that $\mathbf b$ points along $x$. A quarter turn gives $+Kb\,x\ln r$ for $\mathbf b$ along $y$.

**The force.** Make a cut from the surface side up to the core. The material above it is displaced by $\mathbf b$ relative to that below. Advancing the core by $\delta x$ in a given stress changes the energy by $-(\sigma_{xy}b_x+\sigma_{yy}b_y)\delta x$. The same argument for $\delta y$ uses a cut with normal $-x$. The force per unit length is therefore

$$F_x=\sigma_{xy}b_x+\sigma_{yy}b_y,\qquad F_y=-(\sigma_{xx}b_x+\sigma_{xy}b_y). \tag{1}$$

The stress in (1) excludes the own infinite-medium field. Negative $F_x$ points to the surface. Glide is motion along $\mathbf b$; climb is motion perpendicular to it.

## 2. Simple case: Burgers vector normal to the surface

Take $\mathbf b=(b,0)$, so that glide carries the dislocation straight to the surface. Add an opposite dislocation at $(-d,0)$:

$$\phi^0=-Kb\,y(\ln r_1-\ln r_2).$$

At $x=0$ the two radii are equal and $\phi^0=0$, so $\sigma_{xx}=0$. The slope does not vanish:

$$\phi^0_x\big|_{x=0}=-Kb\,y\left[\frac{-d}{\rho^2}-\frac{d}{\rho^2}\right]=\frac{2Kbd\,y}{\rho^2}.$$

It varies with $y$, so the image leaves a shear traction. The correction $\phi^c$ must have zero value and the opposite slope at $x=0$.

If $h$ is harmonic, $\nabla^2(xh)=2h_x$ is harmonic too, so $xh$ is biharmonic. It vanishes at $x=0$ and has slope $h(0,y)$ there. We need $h(0,y)=-2Kbdy/\rho^2$, and the harmonic function $y/r_2^2$ supplies the continuation:

$$\phi^c=-2Kbd\,\frac{xy}{r_2^2}. \tag{2}$$

Its only singularity is at the image point, outside the solid. It thus adds no Burgers vector or line force inside, and its stress decays at large distance.

On $y=0$ the correction's normal stresses vanish, because $\phi^c$ is odd in $y$. Its shear stress is

$$\sigma^c_{xy}(x,0)=2Kbd\,\frac{d}{dx}\frac{x}{(x+d)^2}
=2Kbd\,\frac{d-x}{(x+d)^3}. \tag{3}$$

(The $d$ in $d/dx$ denotes differentiation; elsewhere $d$ is the depth.) At the core, $x=d$, this is zero. The whole correction stress tensor vanishes there, so neither glide nor climb force results.

The image function $Kb\,y\ln r_2$ gives $\sigma_{xy}(x,0)=-Kb/(x+d)$. Hence

$$F_x=-\frac{Kb^2}{2d},\qquad F_y=0 .$$

**Limit at the surface.** At $(0,0)$ the own field and the image each give $\sigma_{xy}=-Kb/d$, while (3) gives $+2Kb/d$. The sum is zero, as a free surface requires. The correction is as large as the other two fields together at this point, yet it vanishes at the core.

## 3. Second case: Burgers vector parallel to the surface

Now take $\mathbf b=(0,b)$. Motion toward the surface is climb. The pair has

$$\phi^0=Kb[(x-d)\ln r_1-(x+d)\ln r_2].$$

At $x=0$,

$$\phi^0=-2Kbd\ln\rho,\qquad
\phi^0_x=Kb\left[\ln r_1+\frac{(x-d)^2}{r_1^2}-\ln r_2-\frac{(x+d)^2}{r_2^2}\right]_{x=0}=0 .$$

This time a normal traction remains. We need a correction with value $2Kbd\ln\rho$ and zero slope. For harmonic $H$, the function $H-xH_x$ is biharmonic, since its Laplacian is $-2H_{xx}$. Its slope is $-xH_{xx}$, which vanishes at $x=0$. Choosing $H=2Kbd\ln r_2$ gives

$$\phi^c=2Kbd\left[\ln r_2-\frac{x(x+d)}{r_2^2}\right]. \tag{4}$$

Again the singularity lies outside the solid and the stress decays at infinity. On $y=0$,

$$H_{xx}=-\frac{2Kbd}{(x+d)^2},\qquad H_{xxx}=\frac{4Kbd}{(x+d)^3}.$$

Therefore

$$\sigma^c_{yy}=-H_{xx}-xH_{xxx}=2Kbd\,\frac{d-x}{(x+d)^3}, \tag{5}$$

which is the same function as (3). It vanishes at the core, so there is no climb force. Since $\phi^c$ is even in $y$, $\sigma^c_{xy}=0$ on the axis. One component survives. Using $H_{yy}=-H_{xx}$,

$$\sigma^c_{xx}=-H_{xx}+xH_{xxx}=2Kbd\,\frac{3x+d}{(x+d)^3}
\;\longrightarrow\;\frac{Kb}{d}\quad(x=d). \tag{6}$$

In (1), $\sigma_{xx}$ multiplies $b_x$, which is zero here. The correction stress is present at the core but does no work when this dislocation moves.

The image function $-Kb(x+d)\ln r_2$ gives $\sigma_{yy}=\sigma_{xx}=-Kb/(2d)$ at the core. Thus $F_x=-Kb^2/(2d)$ again.

**Check by surface loads.** The correction can also be built without (2) or (4), by cancelling the pair's traction with line loads on the surface. A load $\mathbf P$ produces the purely radial stress $-2\mathbf P\cdot\hat{\mathbf r}/(\pi r)$. Numerical superposition was compared with the derived stresses for normal, parallel and one oblique $\mathbf b$, at the core and two other interior points. The differences were below $10^{-8}Kb/d$.

## 4. General orientation in the plane

The fields are linear in $\mathbf b$, so the results can be added. At the core,

$$\text{image: }\ \sigma_{xx}=\sigma_{yy}=-\frac{Kb_y}{2d},\quad \sigma_{xy}=-\frac{Kb_x}{2d};
\qquad
\text{correction: }\ \sigma_{xx}=\frac{Kb_y}{d},\quad \sigma_{yy}=\sigma_{xy}=0 .$$

Insertion in (1) gives

$$\mathbf F^{\rm image}=\left(-\frac{Kb^2}{2d},\ \frac{Kb_xb_y}{d}\right),\qquad
\mathbf F^{\rm c}=\left(0,\ -\frac{Kb_xb_y}{d}\right). \tag{7}$$

The correction gives no force normal to the surface for any $\mathbf b$ in this plane. For oblique $\mathbf b$ it does give a lateral force, which cancels the lateral force of the image. The total must have $F_y=0$, because translation along a uniform surface cannot change the energy.

A claim about glide and climb components therefore needs the restriction to principal orientations. The correction's component along $\mathbf b$ is $-Kb_xb_y^2/(bd)$, and the total glide force is $-Kbb_x/(2d)$. For $b_x\ne0$,

$$\frac{\text{glide force from image alone}}{\text{total glide force}}
=1-\frac{2b_y^2}{b^2}=\frac{b_x^2-b_y^2}{b^2}. \tag{8}$$

The ratio is one for normal $\mathbf b$ and zero at $45^\circ$. When $|b_y|>|b_x|>0$ the image alone even gives the wrong direction of glide. As $b_x\to0$ the ratio tends to $-1$, but both forces tend to zero, which recovers the parallel case.

## 5. Why the normal force vanishes

**Work of the cut.** For either principal orientation, the correction contributes

$$E^c=-\frac b2\int_0^d2Kbd\,\frac{d-x}{(x+d)^3}\,dx
=-Kb^2d\left[\frac{x}{(x+d)^2}\right]_0^d=-\frac{Kb^2}{4}. \tag{9}$$

It lowers the energy by an amount independent of depth. The own field, cut off at core radius $r_0\ll d$, gives $\tfrac12Kb^2\ln(d/r_0)$, and the image gives $\tfrac12Kb^2\ln2$. Up to a depth-independent core term and terms that vanish with $r_0/d$,

$$E=\frac{Kb^2}{2}\left[\ln\frac{2d}{r_0}-\frac12\right],\qquad
F_x=-\frac{\partial E}{\partial d}=-\frac{Kb^2}{2d}.$$

**Scaling.** Linear elasticity has no length of its own, so $E$ depends on $d/r_0$ alone. Reducing $r_0$ at fixed $d$ by a small amount adds a thin ring of near-core energy, $A\,|\delta(\ln r_0)|$, where $\delta(\ln r_0)$ is the change of $\ln r_0$ and $A$ belongs to the infinite-medium field. Thus

$$E=A\ln(d/r_0)+\text{constant},\qquad F_x=-A/d. \tag{10}$$

In the isotropic solid $A=Kb^2/2$ for every in-plane $\mathbf b$. The image already supplies this full normal force, which leaves none for the correction. Equation (10) also holds for an anisotropic half-space, with its own $A$.

## 6. A test from the surface energy

Zero force does not make the correction dispensable. Shave a layer of thickness $\delta$ from the free surface. The dislocation depth falls by $\delta$, and to first order the energy falls by that stored in the layer; the relaxation afterwards is of order $\delta^2$. Hence $F_x=-\int W\,dy$, where $W$ is the elastic strain-energy density at the surface.

At the surface $\sigma_{yy}$ is the only nonzero in-plane stress. Plane strain gives $\varepsilon_{yy}=(1-\nu)\sigma_{yy}/(2\mu)$, so

$$-F_x=\frac{1-\nu}{4\mu}\int_{-\infty}^{\infty}\sigma_{yy}^2(0,y)\,dy. \tag{11}$$

For normal $\mathbf b$, the own $\sigma_{yy}$ is even in distance from the core along $x$. The opposite image therefore cancels it at $x=0$. What remains is the correction,

$$\sigma_{yy}=-2Kbd\,y\left[2\frac{\partial}{\partial x}\frac1{r_2^2}\right]_{x=0}=\frac{8Kbd^2y}{\rho^4}.$$

For parallel $\mathbf b$, the pair and correction add to

$$\sigma_{yy}=-\frac{2Kbd(d^2+3y^2)}{\rho^4}+\frac{2Kbd(d^2-y^2)}{\rho^4}=-\frac{8Kbd\,y^2}{\rho^4}.$$

With $y=d\tan t$, the integrals of the squares contain $\int\sin^2t\cos^4t\,dt$ and $\int\sin^4t\cos^2t\,dt$ over $-\pi/2<t<\pi/2$. Both equal $\pi/16$, so both stresses give

$$-F_x=\frac{1-\nu}{4\mu}\,\frac{4\pi K^2b^2}{d}
=\frac{1}{2K}\frac{K^2b^2}{d}=\frac{Kb^2}{2d}.$$

For oblique $\mathbf b$ the cross term is odd in $y$ and integrates to zero. In the normal case, then, the surface strain energy that measures the force comes entirely from a field that exerts no force at the core.

## 7. A strained silicon-germanium layer

Consider a $100$ nm layer of Si$_{0.75}$Ge$_{0.25}$ on Si(001), with a dislocation $20$ nm below the free surface. The elastic and lattice constants are rough typical values, interpolated linearly in composition. Their Voigt average gives $\mu=65.4$ GPa and $\nu=0.213$, hence $K=82.6$ eV/nm$^3$. The Burgers length is $b=0.388$ nm.

A Lomer dislocation has an edge Burgers vector parallel to the surface. Its image force is

$$F_x=-\frac{82.58\times(0.388)^2}{2\times20}=-0.311\ \text{eV/nm}^2
=-0.00311\ \text{eV/Å}^2 .$$

The normal orientation gives the same value at the same $b$. That comparison is a model case, since this length along $[001]$ is not a lattice vector.

For a Lomer dislocation with $b_y=+b$ the correction stress $\sigma_{yy}$ is $0.076$ GPa at half the core depth, zero at the core, and $-0.019$ GPa at twice the depth. The inactive component $\sigma_{xx}$ is $0.257$ GPa at the core. These signs reverse for $b_y=-b$, which is the sign that relieves the compressive misfit of this layer. The correction's cut work is $-3.11$ eV/nm.

**A 60° dislocation.** Its components are $b_x=b/\sqrt2$, $b_y=b/2$ and a screw part $b/2$. Within the edge part, $b_y^2$ is one third of the total square, so (8) gives $1-2/3=1/3$. The image alone supplies an edge glide force of $-0.063$ eV/nm$^2$; the correction adds $-0.127$ eV/nm$^2$, making $-0.190$ eV/nm$^2$.

For the screw part an opposite image suffices: its $\sigma_{xz}\propto y/r^2$ cancels that of the dislocation at $x=0$. The normal force is $-\mu(b/2)^2/(4\pi d)$. Resolved on the glide direction it adds $-0.050$ eV/nm$^2$, so the total glide force due to the surface is $-0.240$ eV/nm$^2$ in the isotropic model, and $-0.234$ eV/nm$^2$ with the cubic constants. The core is taken as compact. A real 60° dislocation splits into two partials, about $5.5$ nm apart for a stacking-fault energy of $60$ mJ/m$^2$; at this depth that changes the glide force by less than $1\%$. The misfit stress discussed in Section 8 is not included. In a fully strained layer it adds a glide force of about $1.8$ eV/nm$^2$ in magnitude, about seven times larger.

## 8. How far the example can be trusted

**Anisotropy.** The factor $A$ in (10) follows from the Fourier components of the plastic distortion. For in-plane unit vectors $\mathbf n$ along the wave vector and $\mathbf m\perp\mathbf n$, the incompatible part has amplitude $\mathbf b\mathbf m/k$. A compatible part $\mathbf a\mathbf n/k$ can relax it. Write $(pq)_{jk}=p_iC_{ijkl}q_l$, where $C_{ijkl}$ are the elastic constants. Minimizing the quadratic energy gives $\mathbf a=-(nn)^{-1}(nm)\mathbf b$, and integration over wave vectors gives

$$A=\frac1{8\pi^2}\int_0^{2\pi}\mathbf b\cdot\left[(mm)-(mn)(nn)^{-1}(nm)\right]\mathbf b\,d\omega ,$$

where $\omega$ is the angle of $\mathbf n$. With the cubic constants, the force magnitude falls by $4.3\%$ for normal $\mathbf b$ and rises by $4.0\%$ for parallel $\mathbf b$, relative to the Voigt result. The two principal forces are thus no longer equal for this line direction. Isotropy guarantees their equality, as does a fourfold crystal axis along the line, but a general anisotropic solid does not.

**Misfit stress and the real layer.** The assumption that fails most strongly in such a layer is the absence of other stress. A fully strained layer has a lattice misfit of $1.06\%$ by linear interpolation, and the cubic biaxial modulus $C_{11}+C_{12}-2C_{12}^2/C_{11}$ gives a stress of $-1.79$ GPa (the Voigt constants would give $-2.11$ GPa). The resulting climb force on the Lomer dislocation has magnitude $4.3$ eV/nm$^2$, or $14$ times the image force. For the sign of $\mathbf b$ that relieves misfit it points away from the surface. The two forces balance at a depth of about $1.4$ nm with the isotropic image force, or $1.5$ nm with the anisotropic one. Either is about four Burgers lengths, where a linear continuum is only a rough guide. The measured alloy lattice parameter lies below the linear interpolation; it gives a misfit near $0.95\%$, a stress near $-1.6$ GPa, a force ratio near $13$ and a balance depth near $1.6$ nm. Partial relaxation reduces the misfit force in proportion to the remaining stress. This matters here: a force-balance estimate of the critical thickness for 60° dislocations at this composition is only about $10$ nm, give or take a few nanometres for the uncertain core energy, so a fully strained $100$ nm layer is at best metastable, and the misfit force given above is an upper limit.

**Substrate stiffness.** A screw dislocation gives an estimate. In the film, use an image of relative strength $k$ beyond the interface; in the substrate, a source of strength $1-k$. Continuity of traction requires $(1+k)\mu_{\rm film}=(1-k)\mu_{\rm Si}$, so $k=(\mu_{\rm Si}-\mu_{\rm film})/(\mu_{\rm Si}+\mu_{\rm film})$. With film thickness $h=100$ nm, the ratio of this direct image's force to that of the free-surface image is $kd/(h-d)=0.56\%$. The interface also reflects the surface image, which has the opposite sign and is of the same order in $k$. Including it, and the reflections of both at the free surface, gives to first order in $k$

$$kd\left[\frac1{h-d}-\frac1{h+d}\right]=\frac{2kd^2}{h^2-d^2}=0.19\% .$$

The stiffer substrate thus slightly strengthens the pull toward the surface. This screw estimate gives the sign but not the size for edge dislocations, where the increase at the same depth is about $0.7\%$ for parallel $\mathbf b$ and $0.06\%$ for normal $\mathbf b$.

**Finite core width.** Split the Burgers vector equally between depths $d\pm w/2$. The correction from each half acts on the other, and the sum is $Kb^2w^2/(16d^3)$, directed away from the surface. Relative to the image force this is $w^2/(8d^2)$, or $0.031\%$ for $w=1$ nm. The image attraction grows by the same fraction at this order, and the net change is only $2\times10^{-5}\%$. Zero correction force is thus a statement about a compact core, but the total force is less sensitive to this splitting than either part. The near cancellation is special to an isotropic solid and to a split along the surface normal. With the cubic constants the same split lowers the total force by about $0.007\%$, and for parallel $\mathbf b$, a split of the same width along the surface lowers the total force by about $0.06\%$.

**Temperature and climb.** A climb force produces motion only if atoms or vacancies can diffuse. With atomic volume $\Omega$, the image force corresponds to $|F_x|\Omega/b=0.017$ eV per atom. At $873$ K, where $k_BT=0.0752$ eV, a vacancy concentration differing from equilibrium by a factor $\exp(0.017/0.0752)\approx1.25$ can balance it. Whether an excess or a deficit is needed depends on the sign of $\mathbf b$. This factor refers to the image force alone. In the fully strained layer, the net climb force on a misfit-relieving Lomer dislocation is about $4.0$ eV/nm$^2$, and the corresponding factor is about $17$; it depends exponentially on the misfit and falls to about $13$ for a misfit of $0.95\%$. The program contains the remaining inputs, and its output lists the main intermediate values.

## Table of computed values

```
Ge fraction: 0.25
film C11: 156.8 GPa
film C12: 60 GPa
film C44: 76.75 GPa
film lattice parameter: 0.5487 nm
Burgers length b: 0.388 nm
Voigt shear modulus: 65.4 GPa
Voigt Poisson ratio: 0.2133
K: 82.58 eV/nm^3
dislocation depth d: 20 nm
film thickness: 100 nm
largest Flamant difference (K=b=d=1): 0
normal b: image Fx: -0.3108 eV/nm^2
normal b: correction Fx: 0 eV/nm^2
parallel b: image Fx: -0.3108 eV/nm^2
parallel b: correction Fx: 0 eV/nm^2
total principal Fx: -0.3108 eV/nm^2
total principal Fx, converted: -0.003108 eV/angstrom^2
parallel b: correction syy at d/2: 0.07606 GPa
parallel b: correction syy at d: 0 GPa
parallel b: correction syy at 2d: -0.01901 GPa
parallel b: correction sxx at d: 0.2567 GPa
correction cut work: -3.108 eV/nm
60 deg: image Fy: 0.2198 eV/nm^2
60 deg: correction Fy: -0.2198 eV/nm^2
60 deg: edge glide, image only: -0.06345 eV/nm^2
60 deg: edge glide, correction: -0.1269 eV/nm^2
60 deg: edge glide, total: -0.1903 eV/nm^2
60 deg: image/total edge glide: 0.3333
60 deg: screw part of glide: -0.04992 eV/nm^2
60 deg: full glide force: -0.2403 eV/nm^2
anisotropic Fx, normal b: -0.2973 eV/nm^2
anisotropic Fx, parallel b: -0.3231 eV/nm^2
anisotropic change, normal b: -4.339 %
anisotropic change, parallel b: 3.959 %
lattice misfit: 1.059 %
film stress: -1.79 GPa
misfit force size, parallel b: 4.335 eV/nm^2
misfit/image force: 13.95
depth where they balance: 1.434 nm
interface/surface force, screw estimate: 0.5605 %
split core width: 1 nm
split core: correction/image: 0.03125 %
split core: net force change: 2e-05 %
temperature: 873 K
thermal energy: 0.07523 eV
climb energy per atom: 0.01655 eV
balancing vacancy ratio: 1.246
```
